# Energy gradient and amplitude–phase metric for complex network wave functions

## Definitions and conventions

Let \(x\) denote the coordinates of all particles, and let \(\theta=(\theta_1,\dots,\theta_P)\) be real parameters. Where the wave function does not vanish, write

\[
\psi_\theta(x)=e^{A_\theta(x)+i\Phi_\theta(x)},
\]

with \(A=\ln|\psi|\) and \(\Phi\) real. Neither normalization nor a global phase is fixed. With \(\partial_k=\partial/\partial\theta_k\), define

\[
O_k=\partial_k\ln\psi=a_k+i\varphi_k,\qquad a_k=\partial_kA,\quad \varphi_k=\partial_k\Phi .
\]

Let \(N=\langle\psi|\psi\rangle\), \(p=|\psi|^2/N\) and \(\langle f\rangle=\int p f\,dx\). The local energy is \(E_L=H\psi/\psi=R+iI\), with \(R\) and \(I\) real. The covariance contains no hidden conjugation:

\[
\operatorname{cov}(X,Y)=\langle XY\rangle-\langle X\rangle\langle Y\rangle .
\]

Atomic units are used in the algebra, eV and angstrom in the example.

**Assumptions.**

1. \(H\) is self-adjoint and independent of \(\theta\). Both \(\psi\) and \(\partial_k\psi\) lie in its domain, so they obey the same boundary conditions.
2. The integrals below converge and may be differentiated under the integral sign. For the metric, \(\psi\) is twice continuously differentiable in \(\theta\) in the Hilbert-space norm.
3. Configurations with \(\psi=0\) contribute nothing to the integrals of \((\partial_k\psi)^*H\psi\) and \((\partial_k\psi)^*\partial_l\psi\).

The third assumption permits division by \(\psi\). It holds in continuous space if the zeros have measure zero.

## Theorem

Under these assumptions the energy \(E=\langle\psi|H\psi\rangle/N\) satisfies

\[
\partial_kE=2\operatorname{Re}\operatorname{cov}(O_k^*,E_L)
=2\operatorname{cov}(a_k,R)+2\operatorname{cov}(\varphi_k,I). \tag{1}
\]

The normalized overlap

\[
F(\delta)=\frac{|\langle\psi_\theta|\psi_{\theta+\delta}\rangle|^2}
{\langle\psi_\theta|\psi_\theta\rangle\langle\psi_{\theta+\delta}|\psi_{\theta+\delta}\rangle}
\]

has the expansion \(1-F=\sum_{kl}S_{kl}\delta_k\delta_l+O(|\delta|^3)\), where

\[
S_{kl}=\operatorname{Re}\operatorname{cov}(O_k^*,O_l)
=\operatorname{cov}(a_k,a_l)+\operatorname{cov}(\varphi_k,\varphi_l). \tag{2}
\]

Each of the two matrices in the last sum is positive semidefinite.

## Proof of the gradient formula

Set \(M=\langle\psi|H\psi\rangle\), so that \(E=M/N\). The product rule gives

\[
\partial_kM=\langle\partial_k\psi|H\psi\rangle+\langle\psi|H\partial_k\psi\rangle .
\]

Because \(H\) is self-adjoint and both functions are in its domain, the second term equals \(\langle H\psi|\partial_k\psi\rangle\), the complex conjugate of the first. Hence \(\partial_kM=2\operatorname{Re}\langle\partial_k\psi|H\psi\rangle\). Now insert \(\partial_k\psi=O_k\psi\) and \(H\psi=E_L\psi\):

\[
\partial_kM=2\operatorname{Re}\int |\psi|^2O_k^*E_L\,dx
=2N\operatorname{Re}\langle O_k^*E_L\rangle .
\]

The norm is treated in the same way:

\[
\partial_kN=\langle\partial_k\psi|\psi\rangle+\langle\psi|\partial_k\psi\rangle
=2N\operatorname{Re}\langle O_k^*\rangle .
\]

The quotient rule therefore yields

\[
\partial_kE=\frac{\partial_kM}{N}-\frac{M}{N}\frac{\partial_kN}{N}
=2\operatorname{Re}\langle O_k^*E_L\rangle-2E\operatorname{Re}\langle O_k^*\rangle .
\]

Since \(\langle E_L\rangle=M/N=E\) is real, it can be moved inside the real part:

\[
\partial_kE=2\operatorname{Re}\left[\langle O_k^*E_L\rangle-\langle O_k^*\rangle\langle E_L\rangle\right].
\]

This is the first equality in (1). For the second, multiply out

\[
O_k^*E_L=(a_k-i\varphi_k)(R+iI)
=a_kR+\varphi_kI+i(a_kI-\varphi_kR).
\]

The plus sign before \(\varphi_kI\) comes from \((-i)(i)=1\). The covariance is linear in each argument, so the same expansion holds for covariances, and its real part is the second equality. \(\square\)

**Remark: meaning of the two forces.** Change the parameters in \(A\) and freeze those in \(\Phi\). The logarithmic derivative is then \(a_k\), while \(\psi\) and \(E_L\) at the starting point are unchanged. If this restricted family also satisfies the assumptions, (1) gives the slope \(2\operatorname{cov}(a_k,R)\). If the phase alone moves, the logarithmic derivative is \(i\varphi_k\), and the slope is \(2\operatorname{cov}(\varphi_k,I)\). Discarding \(I\) thus discards the force on the phase.

## Lemma: the imaginary local energy and the current

Let \(H=-\tfrac12\sum_i\nabla_i^2+V\) with real multiplicative \(V\), and let \(\psi\) be smooth and free of zeros. Then

\[
R=V-\tfrac12\sum_i\left(\nabla_i^2A+|\nabla_iA|^2-|\nabla_i\Phi|^2\right),
\]

\[
I=-\tfrac12\sum_i\left(\nabla_i^2\Phi+2\nabla_iA\cdot\nabla_i\Phi\right),
\qquad
pI=-\tfrac12\sum_i\nabla_i\cdot(p\nabla_i\Phi). \tag{3}
\]

**Proof.** From \(\nabla_i\psi=\psi\nabla_i\ln\psi\), a second derivative gives

\[
\frac{\nabla_i^2\psi}{\psi}=\nabla_i^2\ln\psi+(\nabla_i\ln\psi)\cdot(\nabla_i\ln\psi).
\]

Insert \(\ln\psi=A+i\Phi\). The square is \(|\nabla_iA|^2-|\nabla_i\Phi|^2+2i\nabla_iA\cdot\nabla_i\Phi\). Separating real and imaginary parts gives \(R\) and \(I\). Finally, \(p=e^{2A}/N\) implies \(\nabla_ip=2p\nabla_iA\), so

\[
\nabla_i\cdot(p\nabla_i\Phi)=p\left(\nabla_i^2\Phi+2\nabla_iA\cdot\nabla_i\Phi\right).
\]

Multiplication by \(-\tfrac12\) and summation give \(pI\). \(\square\)

In these units \(p\nabla_i\Phi\) is the probability current of particle \(i\). With no net flux through the boundary, integrating (3) gives \(\langle I\rangle=0\), as a real energy requires. This does not make \(I\) vanish point by point. The phase force becomes

\[
2\operatorname{cov}(\varphi_k,I)=2\int\varphi_k\,pI\,dx
=-\sum_i\int\varphi_k\nabla_i\cdot(p\nabla_i\Phi)\,dx
=\sum_i\int p\,\nabla_i\varphi_k\cdot\nabla_i\Phi\,dx .
\]

The last step is integration by parts with a vanishing or periodic boundary term. The result is the derivative of \(\tfrac12\sum_i\int p|\nabla_i\Phi|^2dx\) at fixed \(p\), the kinetic energy associated with the current.

If \(\Phi\) is constant in space, then \(I=0\) and every phase force vanishes. The phase metric need not vanish, because a parameter may still be able to create a varying phase.

## Proof of the metric formula

Abbreviate \(\psi=\psi_\theta\) and decompose the displaced state as

\[
\psi_{\theta+\delta}=(1+\lambda)\psi+\chi,\qquad \langle\psi|\chi\rangle=0 .
\]

Then \(\langle\psi|\psi_{\theta+\delta}\rangle=N(1+\lambda)\), and the squared norm of the displaced state is \(N|1+\lambda|^2+\|\chi\|^2\). Consequently

\[
1-F=1-\frac{N|1+\lambda|^2}{N|1+\lambda|^2+\|\chi\|^2}
=\frac{\|\chi\|^2}{N|1+\lambda|^2+\|\chi\|^2}. \tag{4}
\]

To first order the state changes by \(\sum_k\delta_k\partial_k\psi\). The component of \(\partial_k\psi\) along \(\psi\) has coefficient \(\langle\psi|\partial_k\psi\rangle/N=\langle O_k\rangle\). Removing it gives

\[
\chi=\sum_k\delta_k(O_k-\langle O_k\rangle)\psi+O(|\delta|^2).
\]

Also \(\lambda=O(|\delta|)\), so the denominator in (4) is \(N[1+O(|\delta|)]\). With

\[
Q_{kl}=\langle(O_k-\langle O_k\rangle)^*(O_l-\langle O_l\rangle)\rangle
=\operatorname{cov}(O_k^*,O_l),
\]

equation (4) becomes \(1-F=\sum_{kl}Q_{kl}\delta_k\delta_l+O(|\delta|^3)\). Expand the product:

\[
O_k^*O_l=a_ka_l+\varphi_k\varphi_l+i(a_k\varphi_l-\varphi_ka_l).
\]

Therefore

\[
Q_{kl}=\operatorname{cov}(a_k,a_l)+\operatorname{cov}(\varphi_k,\varphi_l)
+i\left[\operatorname{cov}(a_k,\varphi_l)-\operatorname{cov}(\varphi_k,a_l)\right]. \tag{5}
\]

The bracket changes sign when \(k\) and \(l\) are exchanged. It cancels against the symmetric product \(\delta_k\delta_l\), leaving (2). Finally, \(\sum_{kl}\delta_k\delta_l\operatorname{cov}(a_k,a_l)\) is the variance of the real function \(\sum_k\delta_ka_k\), so it is nonnegative. The same argument applies to \(\varphi\). \(\square\)

## What the split does and does not mean

**Probability and phase.** Since \(\ln p=2A-\ln N\) and \(\partial_k\ln N=2\langle a_k\rangle\), we have \(\partial_k\ln p=2(a_k-\langle a_k\rangle)\). The classical Fisher matrix is thus

\[
\langle(\partial_k\ln p)(\partial_l\ln p)\rangle=4\operatorname{cov}(a_k,a_l).
\]

The amplitude metric is one quarter of it. The phase metric measures a change of phase at fixed probability. A spatially constant change of \(A\) or \(\Phi\) has zero variance and therefore no length.

**Shared parameters.** The metric is a sum of two matrices. It is block diagonal when one set of parameters enters \(A\) alone and another enters \(\Phi\) alone: for a pair from different sets, both products in (2) vanish. A shared hidden weight enters both matrices and can couple to both sets.

This matters for a natural-gradient step. With \(g_k=\partial_kE\), \(\tau>0\) and positive definite \(S\), minimize

\[
\sum_kg_k\delta_k+\frac1\tau\sum_{kl}S_{kl}\delta_k\delta_l .
\]

Setting the derivative to zero gives \(g+(2/\tau)S\delta=0\), hence \(\delta=-(\tau/2)S^{-1}g\). The inverse is that of the summed matrix. To first order the energy changes by \(-(\tau/2)g^{T}S^{-1}g\le0\).

**The imaginary part.** It has a separate geometric meaning. Let \(\mathcal A_k=\operatorname{Im}\langle\psi|\partial_k\psi\rangle/N=\langle\varphi_k\rangle\). Since \(\partial_kp=2p(a_k-\langle a_k\rangle)\), any average obeys \(\partial_k\langle f\rangle=\langle\partial_kf\rangle+2\operatorname{cov}(a_k,f)\). The mixed derivatives \(\partial_k\varphi_l=\partial_l\varphi_k\) cancel, and

\[
\partial_k\mathcal A_l-\partial_l\mathcal A_k
=2\operatorname{cov}(a_k,\varphi_l)-2\operatorname{cov}(a_l,\varphi_k)
=2\operatorname{Im}Q_{kl}.
\]

By Stokes' theorem this is the accumulated overlap phase per unit area of a small parameter loop, traversed first along \(k\) and then along \(l\). It is a curvature and adds nothing to the squared length.

## Where the assumptions fail

**A parameter in the boundary condition.** For one free particle in a cell of length \(L\), take \(\psi=e^{i\kappa x}\) and vary the twist \(\kappa\). Then \(E=\kappa^2/2\) and \(dE/d\kappa=\kappa\). But \(E_L\) is constant, so the covariance is zero. The cause is that \(\partial_\kappa\psi=ix\psi\) does not satisfy the twisted boundary condition, which violates assumption 1.

**A zero in a discrete space.** Take two configurations with \(\psi=(1,x)\), where \(x\) is now a real parameter, and a Hamiltonian whose only nonzero elements are the off-diagonal ones, both equal to \(t\). The energy and its slope are

\[
E=\frac{2tx}{1+x^2},\qquad \frac{dE}{dx}=\frac{2t(1-x^2)}{(1+x^2)^2}.
\]

For \(x\ne0\), the two configurations have \(O=(0,1/x)\), \(E_L=(tx,t/x)\) and probabilities \((1,x^2)/(1+x^2)\). Thus \(\langle OE_L\rangle=t/(1+x^2)\) and \(\langle O\rangle=x/(1+x^2)\), so

\[
2\operatorname{cov}(O,E_L)=\frac{2t}{1+x^2}-\frac{4tx^2}{(1+x^2)^2}
=\frac{2t(1-x^2)}{(1+x^2)^2},
\]

in agreement with the slope. At \(x=0\) the second configuration is never sampled. The estimator gives zero, although the slope is \(2t\). For \(t=1\) eV the numbers are 0 and 2 eV; at \(x=0.3\) both sides give 1.5319 eV.

**Infinite variance in continuous space.** Even when (1) holds, its Monte Carlo estimator may have infinite variance. The estimator uses the real part of \(O_k^*E_L\), whose second moment is proportional to \(\int\left[\operatorname{Re}\left((\partial_k\psi)^*H\psi\right)\right]^2/|\psi|^2dx\). Suppose this numerator is nonzero at a simple node and \(\psi\) vanishes linearly with the distance \(r\). Across a nodal surface of a real function the integral behaves as \(\int dr/r^2\). Around a node of a complex function where two real conditions meet, it behaves as \(\int r\,dr/r^2\). Both diverge at small \(r\), the second only logarithmically. If \((\partial_k\psi)^*H\psi\) is purely imaginary at a complex node, the numerator vanishes there and this divergence is absent.

## Worked example: two electrons and a shared hidden layer

Two electrons in a spin singlet move in a periodic cell of length \(L=4\) angstrom. The Hamiltonian is

\[
H=\sum_{i=1}^2\left[-\tfrac12\partial_{x_i}^2+V_0\cos t_i\right]
+\frac1{\sqrt{d^2+s^2}},\quad
d=\frac L\pi\sin\frac{t_1-t_2}{2},
\]

where \(t_i=2\pi x_i/L\), \(V_0=3\) eV and \(s=0.5\) angstrom. These are model parameters. The spatial trial function is

\[
\psi=\exp\left[i\kappa(x_1+x_2)+\sum_{j=1}^2(u_j+iv_j)h_j\right],\quad
h_j=\tanh\left(\sum_{m=1}^3w_{jm}f_m+b_j\right),
\]

with \(f_1=\cos t_1+\cos t_2\), \(f_2=\sin t_1+\sin t_2\) and \(f_3=\cos(t_1-t_2)\). All three features are symmetric under exchange, as the singlet requires. The exponential has no zeros. The twist is fixed at one quarter of \(2\pi/L\), or \(\kappa=0.3927\) inverse angstrom.

Differentiation gives

\[
O_{u_j}=h_j,\qquad O_{v_j}=ih_j,\qquad
O_{w_{jm}}=(u_j+iv_j)(1-h_j^2)f_m .
\]

So \(u_j\) moves the amplitude, \(v_j\) moves the phase, and \(w_{jm}\) moves both. The parameter values are listed in the numerical output; in particular \(u=(0.6,-0.4)\) and \(v=(0.3,0.5)\).

**Energy and gradient.** Quadrature with 64 points per electron gives a trial energy of 20.229 eV (0.74339 hartree). The parameters have not been optimized, so this is not the ground-state energy. The standard deviations of \(R\) and \(I\) are 8.39 and 3.96 eV. Both would vanish for an eigenstate. The mean of \(I\) is zero to rounding error.

For the shared weight \(w_{11}\), equation (1) reads

\[
4.0389\ \text{eV}+0.8254\ \text{eV}=4.8643\ \text{eV},
\]

or 0.17876 hartree. The first term is the amplitude force and the second the phase force. For \(w_{12}\) the two oppose each other: \(-2.1881+1.2244=-0.9637\) eV. Dropping the phase term there would more than double the magnitude of the slope. For \(w_{22}\) the phase term, 1.516 eV, exceeds the amplitude term, 1.064 eV.

All twelve total slopes, and the slopes with phase or amplitude frozen, were tested against finite differences of an energy whose kinetic part is evaluated in Fourier space and whose potential part is averaged on the real-space grid. The largest absolute difference is \(2.4\times10^{-9}\) eV.

**Metric.** For \(w_{11}\) the diagonal element is

\[
0.1080+0.0270=0.1350 .
\]

The ratio of the two parts follows from the network: \(a=u_1(1-h_1^2)f_1\) and \(\varphi=v_1(1-h_1^2)f_1\), so it is \((v_1/u_1)^2=(0.3/0.6)^2=0.25\). To leading order, a change of 0.1 in this weight gives \(1-F\approx0.1350\times0.1^2=0.00135\). At this step size the cubic term is not negligible: direct overlaps give 0.00118 for \(+0.1\) and 0.00153 for \(-0.1\).

The elements for \((u_1,u_1)\) and \((v_1,v_1)\) are both 0.1036, because each is the variance of \(h_1\). The element for \((u_1,v_1)\) is zero. The shared weight nevertheless couples to both outputs: its elements with \(u_1\) and \(v_1\) are 0.0695 and 0.0347. The full metric is therefore not block diagonal.

The total metric and each of its parts were tested against overlaps of displaced states, with both functions moved or one frozen. The largest absolute difference is \(8.4\times10^{-9}\).

**Curvature.** For \(w_{11}\) and \(w_{21}\), equation (5) gives \(\operatorname{Im}Q=0.1359\). The predicted loop phase per unit parameter area is \(2\times0.1359=0.2718\) rad, which agrees with the phase found from overlaps around a small rectangle. Between two shared input weights \(w_{jm}\), \(w_{jn}\) of the same hidden unit the curvature vanishes, because \(\varphi_k/a_k=v_j/u_j\) is then the same constant for both. This does not extend to the output weights: for \((u_1,v_1)\), equation (5) gives \(\operatorname{Im}Q=\operatorname{cov}(h_1,h_1)=0.1036\).

**Sampling.** From 200000 independent draws of grid configurations, the estimate for \(w_{11}\) is \(4.861\pm0.017\) eV, where the uncertainty is one standard error. It agrees with the quadrature value. Across all twelve components the largest deviation is 2.85 standard errors, within the tested limit of five. One set of draws cannot distinguish such a fluctuation from a small bias.

The known bias is much smaller. For \(M\) independent draws, the product of sample means has expectation \(\langle X\rangle\langle Y\rangle+\operatorname{cov}(X,Y)/M\), since the \(M\) equal-index terms among \(M^2\) pairs are correlated. The sample mean of \(XY\) is unbiased, so the sample covariance with divisor \(M\) has expectation \((1-1/M)\operatorname{cov}(X,Y)\). Its magnitude is too small by the fraction \(1/M\) of the true covariance, here \(5\times10^{-6}\). Successive configurations of a Markov chain are correlated, and their standard error must account for that correlation.

## Computed results

```
cell length = 4.00 angstrom
repulsion softening length = 0.50 angstrom
cosine potential amplitude = 3.00 eV
twist wave number = 0.39270 1/angstrom
grid points per electron = 64
parameter, value, gradient, amplitude part, phase part (last 3 in eV)
  u1   0.60    3.82991    3.82991    0.00000
  u2  -0.40   -2.86099   -2.86099    0.00000
  v1   0.30    0.17663    0.00000    0.17663
  v2   0.50    1.77911    0.00000    1.77911
  w11  0.50    4.86431    4.03890    0.82541
  w12 -0.30   -0.96369   -2.18807    1.22437
  w13 -0.40    2.62790    2.65499   -0.02709
  w21 -0.20   -1.49274   -2.95133    1.45858
  w22  0.60    2.58025    1.06416    1.51609
  w23  0.30   -1.51901   -1.61732    0.09831
  b1   0.10   -0.90832   -0.89095   -0.01737
  b2  -0.20    1.02069    0.58438    0.43631
trial energy = 20.22865 eV = 0.743389 hartree
mean Im E_L = -3.0e-16 eV
std of Re E_L = 8.3935 eV
std of Im E_L = 3.9608 eV
w11 gradient = 4.86431 eV = 0.178760 hartree
w11 finite-difference slope = 4.86431 eV
w11 Monte Carlo gradient = 4.8611 eV
w11 Monte Carlo standard error = 0.0173 eV
Monte Carlo draws = 200000
largest Monte Carlo deviation = 2.85 standard errors
largest gradient error, all tests = 2.4e-09 eV
metric element: amplitude part, phase part, sum (dimensionless)
  u1,u1: 0.103645 0.000000 0.103645
  v1,v1: 0.000000 0.103645 0.103645
  u1,v1: 0.000000 0.000000 0.000000
  w11,w11: 0.108003 0.027001 0.135004
  u1,w11: 0.069488 0.000000 0.069488
  v1,w11: 0.000000 0.034744 0.034744
w11,w11 metric from overlaps = 0.135004 (no unit)
largest metric error, all tests = 8.4e-09 (no unit)
largest output-to-shared coupling = 0.102776 (no unit)
Im Q for w11,w21 = 0.135911 (no unit)
loop phase per area, same pair = 0.271822 rad
two-configuration coupling = 1.00 eV
true slope at zero amplitude = 2.0000 eV
sampled slope at zero amplitude = 0.0000 eV
true slope at amplitude 0.3 = 1.5319 eV
sampled slope at amplitude 0.3 = 1.5319 eV
```
